# Anomalous Nernst conductivity of a massive Dirac cone at low temperature

## Problem

Electrons of charge $-e$ ($e>0$) occupy a single two-dimensional Dirac cone,

$$H=\hbar v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z ,$$

where $m$ is an energy of either sign and the gap is $2|m|$. The Fermi energy $\mu$ is measured from mid-gap. The response coefficients are defined by $j_x=\sigma_{xy}E_y+\alpha_{xy}(-\partial_yT)$.

1. Find the intrinsic $\sigma_{xy}$ at zero temperature for every $\mu$.
2. Derive the Mott relation for the intrinsic $\alpha_{xy}$. Show that for $|\mu|>|m|$ and low temperature its magnitude scales as $|m|T/\mu^2$, and find the sign, the prefactor and the range of validity.
3. Evaluate the result for $m=20$ meV, $\mu=80$ meV, $v=4\times10^5$ m/s and $T=10$ K.
4. Find how weak scalar disorder with Gaussian white-noise statistics changes the answer for $\mu>|m|$ in the ladder approximation.

## Solution

### 1. Hall conductivity

The bands are $\pm E$ with $E=\sqrt{\hbar^2v^2k^2+m^2}$. Let $|n\rangle$ be a band state and $\partial_i=\partial/\partial k_i$. Differentiating $H|n\rangle=E_n|n\rangle$ and projecting on another band $l$ gives

$$\langle l|\partial_i n\rangle=\frac{\langle l|\partial_iH|n\rangle}{E_n-E_l}.$$

A field $E_y$ moves the wave vector at the rate $\dot k_y=-eE_y/\hbar$. To first order in this rate, the Schrödinger equation mixes in the other band with amplitude $c_l=-i\hbar\langle l|\partial_yn\rangle\dot k_y/(E_n-E_l)$. The velocity operator is $\partial_xH/\hbar$, so the extra velocity is

$$\delta v_x=\frac{2}{\hbar}\,\mathrm{Re}\sum_{l\ne n}c_l\langle n|\partial_xH|l\rangle
=2\dot k_y\,\mathrm{Im}\sum_{l\neq n}\langle\partial_xn|l\rangle\langle l|\partial_yn\rangle
=-\dot k_y\Omega_n=\frac{e}{\hbar}E_y\Omega_n .$$

Here $\Omega_n=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle$ is the Berry curvature. The term $l=n$ may be included or left out, because it is a product of two imaginary numbers and hence real.

For the upper band, write the projectors as $P_\pm=(1\pm\mathbf n\cdot\boldsymbol\sigma)/2$ with $n_z=m/E$. Then

$$\mathrm{Im}\,\mathrm{Tr}[P_+\sigma_xP_-\sigma_y]
=\tfrac14\,\mathrm{Im}\,\big(2in_z+2in_z\big)=\frac mE .$$

The two contributions come from the terms linear in $\mathbf n$; the other terms are real. With the energy denominator $(2E)^2$, and with the opposite sign for the lower band,

$$\Omega_\pm=\mp\frac{\hbar^2v^2m}{2E^3}.$$

The current is $-e$ times the summed velocity, so

$$\sigma_{xy}=-\frac{e^2}{\hbar}\sum_n\int\!\frac{d^2k}{(2\pi)^2}\,f_n\Omega_n ,$$

where $f$ is the Fermi function. Since $k\,dk=E\,dE/(\hbar v)^2$, a filled part of the lower band contributes $\frac{m}{4\pi}\int dE/E^2$ to the sum, and a filled part of the upper band contributes the negative of the same expression.

- In the gap, the lower band is full and the sum is $m/(4\pi|m|)$.
- For $\mu>|m|$, the upper band adds $-\frac{m}{4\pi}\left(\frac1{|m|}-\frac1\mu\right)$, which leaves $m/(4\pi\mu)$.
- For $\mu<-|m|$, the filled states have $E>|\mu|$ and give $m/(4\pi|\mu|)$.

With $\hbar=h/2\pi$,

$$\sigma_{xy}=-\frac{e^2}{2h}\,\mathrm{sgn}\,m\quad(|\mu|<|m|),\qquad
\sigma_{xy}=-\frac{e^2}{2h}\frac{m}{|\mu|}\quad(|\mu|>|m|).$$

### 2. Mott relation and low-temperature law

A temperature gradient exerts no force $-eE$, so the route through $\dot k_y$ is closed. The intrinsic response comes instead from magnetization. In a non-uniform system the local current contains a circulating part $\nabla\times\mathbf M$, which carries no net current through a sample and must be subtracted. The curl of the wave packets' own orbital moments cancels in this subtraction. What remains is minus the curl of the Berry part $M_B$ of the magnetization, $j_x=-\partial_yM_B$.

Equilibrium fixes $M_B$. There the electrochemical potential is uniform, so $\partial_y\mu=-eE_y$, and the transport current vanishes: $\sigma_{xy}E_y-(\partial M_B/\partial\mu)\,\partial_y\mu=0$. Therefore

$$\frac{\partial M_B}{\partial\mu}=-\frac{\sigma_{xy}}{e}=\frac e\hbar\sum_n\int\!\frac{d^2k}{(2\pi)^2}f_n\Omega_n .$$

Let $g=-k_BT\ln[1+e^{-(\varepsilon-\mu)/k_BT}]$ be the grand potential of one state of energy $\varepsilon$. Since $f=-\partial g/\partial\mu$, integration over $\mu$ replaces $f$ by $-g$. The integration constant is zero because empty bands have no magnetization; the cone is taken as the low-energy part of a band structure bounded from below. A gradient of $T$ at fixed $\mu$ then gives $\alpha_{xy}=\partial M_B/\partial T$, or

$$\alpha_{xy}=\frac e\hbar\sum_n\int\!\frac{d^2k}{(2\pi)^2}\,\Omega_n s_n,\qquad s=-\frac{\partial g}{\partial T},$$

where $s$ is the entropy of the state. Integration by parts shows that

$$\int_{\varepsilon_k}^{\infty}\!d\varepsilon\,(-f')(\varepsilon-\mu)=(\varepsilon_k-\mu)f(\varepsilon_k)+\int_{\varepsilon_k}^\infty\! f\,d\varepsilon=Ts(\varepsilon_k).$$

Inserting this and exchanging the integrals collects, for each $\varepsilon$, the curvature of all states below $\varepsilon$. That sum is $-(\hbar/e^2)\,\sigma_0(\varepsilon)$, where $\sigma_0(\varepsilon)$ is the zero-temperature Hall conductivity at Fermi energy $\varepsilon$. Hence

$$\alpha_{xy}=-\frac1{eT}\int d\varepsilon\,(-f')(\varepsilon-\mu)\,\sigma_0(\varepsilon).$$

Now set $\varepsilon=\mu+k_BTx$ and expand $\sigma_0$ about $\mu$. The thermal weight is even in $x$, so odd moments vanish, and its second and fourth moments are $\pi^2/3$ and $7\pi^4/15$:

$$\alpha_{xy}=-\frac{k_B}{e}\left[\frac{\pi^2}{3}k_BT\,\sigma_0'(\mu)+\frac{7\pi^4}{90}(k_BT)^3\sigma_0'''(\mu)+\dots\right].$$

The first term is the Mott relation. Outside the gap, $\sigma_0=-(e^2m/2h)/|\varepsilon|$ gives

$$\sigma_0'(\mu)=\frac{e^2}{2h}\frac{m\,\mathrm{sgn}\,\mu}{\mu^2},\qquad \sigma_0'''(\mu)=\frac{6}{\mu^2}\sigma_0'(\mu),$$

and therefore

$$\boxed{\alpha_{xy}=-\frac{\pi^2}{6}\,\frac{ek_B}{h}\,\frac{k_BT\,m\,\mathrm{sgn}\,\mu}{\mu^2}}$$

The next term multiplies this by $1+\frac{7\pi^2}{5}(k_BT/\mu)^2$.

The entropy form explains the powers. At low temperature the entropy sits at the Fermi energy, where the curvature is proportional to $v^2m/|\mu|^3$ and the density of states to $|\mu|/v^2$. Their product is $m/\mu^2$, without the velocity, and the entropy supplies the factor $T$. The sign changes with $\mu$ because the two bands have opposite curvature.

**Range of validity.** The expansion requires $k_BT\ll|\mu|-|m|$, since $\sigma_0$ has a kink at the band edge. Deep in the gap $\sigma_0$ is flat over the thermal window, and $\alpha_{xy}$ is exponentially small. With $\mu$ at the edge, $\mu=|m|$, only the half $x>0$ of the window sees a slope. The second moment is halved, and to leading order in $k_BT/|m|$ the response is half the boxed value. For the example's $m$ and $T$, moving the Fermi energy to 21 meV gives 0.680 of the boxed law evaluated at that energy, between this half and the full value.

### 3. Numbers

The parameters are rough typical values for one surface of a magnetically doped (Bi,Sb)$_2$Te$_3$ film. The thermal energy is $k_BT=0.8617$ meV, which is 0.0144 of $\mu-m$, so the expansion applies. The Hall conductivity is

$$\sigma_{xy}=-\frac12\cdot\frac{20}{80}\,\frac{e^2}{h}=-0.125\,\frac{e^2}{h}.$$

With $ek_B/h=3338.4$ pA/K,

$$\alpha_{xy}=-1.645\times\frac{0.8617\times20}{80^2}\times3338.4\ \text{pA/K}=-14.8\ \text{pA/K}.$$

Integrating curvature times entropy over the bands without the low-temperature expansion changes the magnitude by 0.161 % of the boxed value; the next term of the expansion predicts 0.160 %.

For a strip with its width along $y$ and $E=0$, the current along $x$ is $j_x$ times the width, and so has magnitude $|\alpha_{xy}|\Delta T$. A difference of 0.5 K across the width gives 7.4 pA. This needs $E_y$ held at zero. A strip with insulating edges has $j_y=0$ instead, so a Seebeck field $E_y$ builds up and $\sigma_{xy}E_y$ adds to $j_x$. By the Mott relation the current is then multiplied by $1-\sigma_{xy}\sigma_{yy}'/(\sigma_{xy}'\sigma_{yy})$. For the intrinsic $\sigma_{xy}$ and an energy-independent mobility this is $1+2\mu^2/(\mu^2-m^2)=3.1$, or about 23 pA. The factor depends strongly on the scattering: an energy-independent scattering time gives 2.1 (16 pA), and the white-noise disorder of Section 4 gives 1.45 (11 pA), in both cases with the intrinsic $\sigma_{xy}$.

### 4. Weak disorder in the ladder approximation

This section sums only diagrams without crossed disorder lines. One pair of crossed lines costs a factor of order $W$ relative to the leading longitudinal conductivity, which is of order $1/W$. Such diagrams therefore contribute to $\sigma_{xy}$ at order $W^0$, the same order as the result below. The formulas here are thus the ladder part, not the complete weak-disorder limit.

Let $\mathbf q=\hbar v\mathbf k$, and let the disorder potential have the correlator $W(\hbar v)^2\delta(\mathbf r-\mathbf r')$ with $W\ll1$. The density of states per area in $\mathbf q$-space is $\mu/2\pi$. In the Born approximation the self-energy is $-i(\Gamma+\gamma\sigma_z)$, with

$$\Gamma+\gamma\sigma_z=\pi W\,\frac{\mu}{2\pi}\,\frac12\left(1+\frac m\mu\sigma_z\right)=\frac W4(\mu+m\sigma_z).$$

Its real part shifts $\mu$ and $m$ by relative amounts of size $(W/4\pi)\ln[\Lambda^2/(\mu^2-m^2)]$, where $\Lambda$ is the energy cutoff of the cone. The shift is absorbed in $\mu$ and $m$, and its energy dependence is neglected, which requires this quantity to be small. The retarded Green function is

$$G=\frac{a+\mathbf q\cdot\boldsymbol\sigma+b\sigma_z}{a^2-b^2-q^2},\qquad a=\mu+i\Gamma,\quad b=m-i\gamma .$$

The imaginary part of the denominator is $\beta=2(\mu\Gamma+m\gamma)=W(\mu^2+m^2)/2$. For small $W$, the integral of its inverse squared modulus over $d^2q/(2\pi)^2$ is a Lorentzian integral with the value $1/(4\beta)=1/[2W(\mu^2+m^2)]$.

The Kubo–Středa formula gives the Fermi-surface part

$$\sigma_{xy}=\frac{e^2}{h}\int\!\frac{d^2q}{(2\pi)^2}\mathrm{Tr}[\sigma_xGVG^\dagger],\qquad V=\sigma_y+W\!\int\!\frac{d^2q}{(2\pi)^2}GVG^\dagger .$$

Products of two retarded functions have no antisymmetric part at leading order, by cyclicity of the trace. The Fermi-sea part also vanishes at this order. To see this, use a uniform broadening $\eta$ ($\Gamma=\eta$, $\gamma=0$) and $V=\sigma_y$: the surface part is then $(-4\eta m)/(8\mu\eta)=-m/2\mu$ in units of $e^2/h$, which is already the whole clean result.

In $GVG^\dagger$ the terms with one factor $\mathbf q$ average to zero over angle. So do those with two, because $\sigma_x\sigma_y\sigma_x+\sigma_y\sigma_y\sigma_y=0$. The rest is

$$(a+b\sigma_z)\sigma_y(a^*+b^*\sigma_z)=(|a|^2-|b|^2)\sigma_y+i(ab^*-a^*b)\sigma_x\simeq(\mu^2-m^2)\sigma_y-W\mu m\,\sigma_x ,$$

since $\mathrm{Im}\,ab^*=\mu\gamma+m\Gamma=W\mu m/2$. Rotation by a right angle gives the corresponding result for $\sigma_x$. With

$$p=\frac{\mu^2-m^2}{2(\mu^2+m^2)},\qquad r=\frac{W\mu m}{2(\mu^2+m^2)},$$

the vertex $V=V_x\sigma_x+V_y\sigma_y$ obeys $V_y=1+pV_y+rV_x$ and $V_x=pV_x-rV_y$. To first order in $W$, $V_x=-r/(1-p)^2$. The integral in $\sigma_{xy}$ is $(V-\sigma_y)/W$, so its trace with $\sigma_x$ is $2V_x/W$. Using $1-p=(\mu^2+3m^2)/[2(\mu^2+m^2)]$ and $c=m/\mu$,

$$\sigma_{xy}=-\frac{e^2}{h}\frac{4\mu m(\mu^2+m^2)}{(\mu^2+3m^2)^2}=-\frac{e^2}{2h}F(c),\qquad F(c)=\frac{8c(1+c^2)}{(1+3c^2)^2}.$$

The strength $W$ has dropped out, so the ladder result does not approach the intrinsic value as $W\to0$. For elastic scattering the Mott relation still holds. Because $dc/d\mu=-m/\mu^2$, applying it to the ladder result multiplies the intrinsic $\alpha_{xy}$ by

$$F'(c)=8\,\frac{(1+3c^2)^2-12c^2(1+c^2)}{(1+3c^2)^3}=\frac{8(1-6c^2-3c^4)}{(1+3c^2)^3}.$$

For $\mu\gg|m|$ this tends to 8. At smaller $\mu$ the factor vanishes at $c^2=(2\sqrt3-3)/3$, which is $\mu=50.8$ meV for $m=20$ meV, and it has the opposite sign between there and the band edge. At $\mu=80$ meV the factor is 2.93, and $\alpha_{xy}$ becomes about $-43$ pA/K. All these statements belong to the ladder approximation. The crossed diagrams change the result at the same order. They are not derived here, but a numerical evaluation of the diagrams with one pair of crossed lines, added to the ladder, matches $F(c)=16c^3/(1+3c^2)^2$ to four digits for $0.1\le c\le0.8$. The factor on $\alpha_{xy}$ is then $48c^2(1-c^2)/(1+3c^2)^3$. It is 1.68 at $\mu=80$ meV (about $-25$ pA/K), it does not change sign for $\mu>|m|$, and it tends to zero at large $\mu$, where $|\alpha_{xy}|$ scales as $|m|^3T/\mu^4$. The limit 8 and the sign change at 50.8 meV are therefore features of the ladder approximation only.

**Comparison with a real film.** Among the corrections to $\alpha_{xy}$ itself estimated here, the disorder effect of this section is the largest: a factor of 2.93 in the ladder approximation, or 1.68 with the crossed diagrams. A rough mobility of 500 cm²/Vs gives a transport time of 25 fs, or $\hbar/2\tau\approx13$ meV. The level width is set by the single-particle lifetime, which for white-noise disorder is shorter by the factor $1-p=1/1.79$. The width $W(\mu^2+m^2)/4\mu$ is then about 24 meV, or 0.39 of $\mu-m$, which means $W\approx1.1$: the condition $W\ll1$ is not met by such a film, and the weak-disorder factors indicate only an order of magnitude. Averaging the intrinsic slope over a Gaussian raises $|\alpha_{xy}|$ by about 10 % for a standard deviation of 13 meV and by about 38 % for 24 meV, while a Lorentzian of half-width 24 meV raises it by about 7 %, so this estimate depends strongly on the line shape. With rough band parameters, hexagonal warping (250 meV nm³) raises the intrinsic value by about 3 %, and a $k^2$ term (100 meV nm²) lowers it by about 0.5 %, each taken alone. The latter figure is small because the larger curvature and the smaller density of states nearly cancel; a $k^2$ term of the opposite sign raises the value by about 4 %. Skew scattering from non-Gaussian disorder, the temperature dependence of $m$ and the film's second surface are left out; a second surface with an identical contribution would double the result. The value $-14.8$ pA/K is thus the intrinsic part for one ideal cone, not a prediction for a measured film.

## Table of computed values

```
half gap m = 20.0 meV
Fermi energy mu = 80.0 meV
temperature T = 10.0 K
Dirac velocity v = 4.00e+05 m/s
hbar v = 263.3 meV nm
thermal energy kT = 0.8617 meV
kT/(mu-m) = 0.0144
Fermi wave number = 0.2942 1/nm
intrinsic sigma_xy = -0.1250 e^2/h
same, summed over states = -0.1250 e^2/h
d sigma_xy/d mu = 1.5625e-03 (e^2/h)/meV
unit e kB/h = 3338.4 pA/K
alpha_xy, low-T law = -4.42967e-03 e kB/h
alpha_xy, low-T law = -14.788 pA/K
alpha_xy, entropy integral = -14.812 pA/K
thermal correction, numerical = 0.1609 %
thermal correction, next term = 0.1603 %
temperature difference across strip = 0.50 K
transverse current magnitude = 7.39 pA
near edge: mu = 21.0 meV
near edge: full/law = 0.680
weak disorder: sigma_xy/intrinsic = 6.028
weak disorder: alpha_xy/intrinsic = 2.930
weak disorder: alpha_xy = -43.33 pA/K
weak disorder: alpha_xy changes sign at mu = 50.85 meV
assumed mobility = 500 cm2/Vs
transport time = 25.0 fs
level broadening hbar/(2 tau) = 13.16 meV
broadening/(mu-m) = 0.219
Gaussian smear estimate: alpha ratio = 1.095
assumed warping coefficient = 250 meV nm^3
warping energy at Fermi wave number = 6.37 meV
warping: intrinsic alpha ratio = 1.031
assumed k^2 coefficient = 100 meV nm^2
k^2 energy at unshifted Fermi wave number = 8.66 meV
k^2 term: intrinsic alpha ratio = 0.995
```
